The Coulomb pseudopotential μ* and its upper bound in the Morel-Anderson model

**Question**

Electrons in an ordinary metallic superconductor attract each other through phonons only within a narrow energy window ω_c around the Fermi level, while their Coulomb repulsion acts across the whole band. How much of the repulsion survives as the Coulomb pseudopotential μ* that competes with the attraction, how large can μ* be in an ordinary metal, how does it scale with E_F/ω_c, and what becomes of it in a narrow band or in a dilute conductor such as doped SrTiO3?

**Answer**

In the Morel-Anderson model defined below, μ* = μ/(1 + μL), where μ is the bare dimensionless repulsion and L = ln(E_F/ω_c) when T ≪ ω_c. Hence μ* < 1/L for every μ. With ω_c at the Debye energy of an ordinary metal this ceiling is roughly 0.15 to 0.2. It is a theorem of the model and not of every metal, and it disappears, leaving μ* close to μ, when few states that feel the repulsion lie outside the window.

**The equation for T_c**

Units are ħ = k_B = 1 except where constants are written out. The band energy ξ is measured from a chemical potential held fixed. Let b†_k create the pair (k↑, −k↓), and let the pairing interaction be Σ V_kk' b†_k b_k'. In mean field it becomes −Σ Δ_k (b†_k + b_k), with

Δ_k = −Σ_k' V_kk' ⟨b_k'⟩.

At T_c the gap is infinitesimal, so ⟨b⟩ is needed only to first order in Δ. The field −Δ mixes the empty pair state |0⟩ with the full one |2⟩, which lies 2ξ higher. First-order perturbation theory gives |0⟩ + (Δ/2ξ)|2⟩, with ⟨b⟩ = +Δ/2ξ, and |2⟩ − (Δ/2ξ)|0⟩, with ⟨b⟩ = −Δ/2ξ. Singly occupied states are not mixed. With f the Fermi function, the probabilities of empty and full are (1−f)² and f², and their difference is 1 − 2f = tanh(ξ/2T). So ⟨b⟩ = Δ tanh(ξ/2T)/(2ξ). For an isotropic (s-wave) gap and a constant density of states N0 per spin, with v = N0V,

Δ(ξ) = −∫ dξ' v(ξ,ξ') [tanh(ξ'/2T)/(2ξ')] Δ(ξ').  (1)

T_c is the highest T at which (1) has a nonzero solution. Equation (1) keeps only repeated scattering of the pair, the ladder sum.

The model interaction is a constant repulsion μ > 0 everywhere in a band −E < ξ < E, plus an attraction λ that acts only when both |ξ| and |ξ'| are below ω_c. The energy window stands in for the slowness of the lattice. For a metal E is of the order of E_F; how good that identification is will be computed below.

**Solving the two-window model**

The kernel depends on ξ only through whether ξ is inside or outside the window, so Δ takes two values, Δ₁ inside and Δ₂ outside. The weight tanh(ξ/2T)/(2ξ) is even, so the two signs of ξ give a factor 2 that cancels the ½. Define

K₀ = ∫₀^{ω_c} tanh(ξ/2T) dξ/ξ,  L = ∫_{ω_c}^{E} tanh(ξ/2T) dξ/ξ.

For ξ inside, v = μ − λ when ξ' is inside and μ when it is outside. For ξ outside, v = μ throughout. Thus

Δ₁ = (λ − μ)K₀Δ₁ − μLΔ₂,  (2)

Δ₂ = −μK₀Δ₁ − μLΔ₂.  (3)

Collecting Δ₂ in (3) gives Δ₂(1 + μL) = −μK₀Δ₁, that is

Δ₂ = −μ*K₀Δ₁,  μ* = μ/(1 + μL).  (4)

Subtracting (3) from (2) gives Δ₁ − Δ₂ = λK₀Δ₁. Inserting (4) and dividing by Δ₁,

1 = (λ − μ*)K₀.  (5)

This is the condition for a model with no outer states and a repulsion μ* inside the window. Since K₀ = 1/(λ − μ*), equation (4) gives

Δ₂/Δ₁ = −μ*/(λ − μ*).  (6)

The gap changes sign at ω_c, and that is the mechanism. A constant repulsion acts only on the total pair amplitude K₀Δ₁ + LΔ₂, which for a momentum-independent interaction is the amplitude for the two electrons to be at the same point. By (4),

K₀Δ₁ + LΔ₂ = K₀Δ₁(1 − μ*L) = K₀Δ₁/(1 + μL).

The outer states, admixed with the opposite sign, cancel the fraction μL/(1 + μL) of the amplitude on which the repulsion acts, which is most of it when μL > 1.

**The two integrals**

For L use 1 − tanh(ξ/2T) = 2/(e^{ξ/T} + 1), which is positive and below 2e^{−ξ/T}. With 1/ξ ≤ 1/ω_c and the upper limit extended to infinity,

0 < ln(E/ω_c) − L < (2/ω_c)∫_{ω_c}^{∞} e^{−ξ/T} dξ = 2(T/ω_c) e^{−ω_c/T}.  (7)

At T = ω_c/10 the deficit is 8.3×10⁻⁶, under the upper estimate 9.1×10⁻⁶. For T ≪ ω_c, L = ln(E/ω_c).

For K₀ put x = ξ/2T, X = ω_c/2T, and integrate by parts:

K₀ = tanh X ln X − ∫₀^X ln x sech²x dx.

For X ≫ 1, tanh X → 1 and the limit goes to infinity, both with exponentially small error. The remaining constant is F'(0) for F(p) = ∫₀^∞ x^p sech²x dx. Expanding sech²x = 4Σ(−1)^{n+1} n e^{−2nx} and integrating term by term gives F(p) = 2^{1−p} Γ(p+1) η(p), with η the Dirichlet eta function; both sides are analytic near p = 0, so the formula continues there. With η(0) = ½, η'(0) = ½ ln(π/2) and Γ'(1) = −γ (Euler's constant), F(0) = 1 and the logarithmic derivative gives F'(0) = −ln 2 − γ + ln(π/2) = −ln(4e^γ/π). Therefore K₀ = ln(4e^γX/π) = ln(2e^γω_c/πT), and (5) gives

T_c = (2e^γ/π) ω_c exp[−1/(λ − μ*)],  2e^γ/π = 1.1339.  (8)

**The bound and its size**

Inverting (4),

1/μ* = 1/μ + L.  (9)

Both terms are positive, so μ* < μ and μ* < 1/L. For E = E_F and T ≪ ω_c,

μ* < 1/ln(E_F/ω_c).  (10)

The ceiling is approached only when μL ≫ 1; a finite μ gives a value below it. Its consequence follows from (5): K₀ grows without limit as T falls, so a solution exists whenever λ > μ*, and any λ above 1/ln(E_F/ω_c) gives superconductivity in this model however strong the repulsion.

A ceiling of 0.20 means E_F/ω_c = e⁵ = 148 and a ceiling of 0.15 means e^{20/3} = 786. Many ordinary metals have, roughly, E_F of 5 to 10 eV and Debye energies of ten to a few tens of meV. The extremes fall slightly outside the range 0.15 to 0.20: soft metals such as Pb, Hg and In, with Debye energies of about 6 to 9 meV, have ceilings near 0.14 to 0.15, and Be, with about 120 meV, near 0.21. Round values give:

E_F = 5 eV, ω_c = 30 meV: ratio 167, ln = 5.12, ceiling 0.195
E_F = 10 eV, ω_c = 30 meV: ratio 333, ln = 5.81, ceiling 0.172
E_F = 10 eV, ω_c = 15 meV: ratio 667, ln = 6.50, ceiling 0.154

The range is narrow because the ratio enters through a logarithm. From (9), a change of ω_c gives −dμ*/μ*² = −d ln ω_c, and a change of μ gives −dμ*/μ*² = −dμ/μ², so

dμ*/d ln ω_c = μ*²,  dμ*/dμ = (μ*/μ)².  (11)

Two qualifications belong to (10). First, μ* depends on the cutoff at which it is quoted. By (9), values at two cutoffs obey 1/μ*(ω₁) = 1/μ*(ω₂) + ln(ω₂/ω₁). If the outer states are removed only down to ten times the phonon energy, then E_F = 10 eV and ω_c = 300 meV give ln = 3.51 and a ceiling of 0.285. The range 0.15 to 0.2 refers to a cutoff at the Debye energy. Second, the strict bound is 1/L(T), which by (7) is slightly above 1/ln. For λ = 1.2 and μ = 10⁴, where T_c/ω_c = 0.46, diagonalising (1) gives μ* = 0.174311, above 1/ln = 0.172142 and below 1/L(T_c) = 0.174314. The extra digits serve only to separate the three numbers.

**Worked example: a wide band**

Take the round parameters μ = 0.5, λ = 0.4, ω_c = 30 meV = 348.1 K, E = 10 eV. The bare repulsion exceeds the attraction. Then

L = ln(333.3) = 5.809,
μ* = 0.5/(1 + 0.5×5.809) = 0.5/3.905 = 0.128,
1/(λ − μ*) = 1/0.2719 = 3.677,
T_c = 1.1339 × 348.1 K × e^{−3.677} = 394.7 K × 0.0253 = 10.0 K,
Δ₂/Δ₁ = −0.1281/0.2719 = −0.471.

The total pair amplitude per unit Δ₁ is 3.677 − 0.471×5.809 = 0.94, down from 3.677 by the factor 3.905. Raising μ at fixed λ shows the saturation: μ = 0.1, 0.5, 2, 100, 10⁴ give μ* = 0.063, 0.128, 0.159, 0.1718, 0.1721 and T_c = 20.3, 10.0, 6.3, 4.93, 4.90 K. Five decades in μ cost a factor of about four in T_c. The values at very large μ describe the ladder equation only; nothing here justifies leaving out the other diagrams when the repulsion is that strong.

The numerical check discretises the kernel of (1), finds the temperature at which its largest eigenvalue is 1, reads μ* as λ − 1/K₀(T_c), and asserts agreement with (4), (6), (8) and (10).

**Narrow bands**

Let the band run from −E₋ to E₊. The gap still takes two values, so (2) to (6) hold, but each side of the Fermi level contributes its own half. At low T,

L = ½[ln(E₋/ω_c)]₊ + ½[ln(E₊/ω_c)]₊,  (12)

where [y]₊ is y for y > 0 and zero otherwise, since a side that ends inside the window has no outer states. In K₀ the upper limit on each side is the smaller of ω_c and the band edge.

For λ < μ, the condition λ > μ* reads 1/λ < 1/μ + L, or

L > 1/λ − 1/μ.  (13)

With λ = 0.4 and μ = 0.5 the right side is 2.5 − 2 = 0.5, and a symmetric band needs E > 30 meV × e^{0.5} = 49.5 meV. Shrinking the band of the example gives three regimes.

At E = 100 meV, L = 1.204, the ceiling is 0.83, above μ itself and so without force, and μ* = 0.5/(1 + 0.5×1.204) = 0.312. Then λ − μ* = 0.0879, the exponent is 11.378, and T_c = 394.7 K × e^{−11.378} = 0.0045 K. The ratio Δ₂/Δ₁ = −3.55 is large because, by (6), it grows as λ − μ* shrinks. It does not mean a stronger cancellation: by (4) the total outer amplitude LΔ₂ is −μ*L = −0.376 of the inner amplitude K₀Δ₁, against −0.744 in the wide band.

At E = 45 meV, L = 0.4055 and μ* = 0.416 > λ. To see that no temperature works, put an eigenvalue η on the left of (2) and (3). Then (3) gives Δ₂ = −μK₀Δ₁/(η + μL), and the difference of the two gives η(Δ₁ − Δ₂) = λK₀Δ₁. Inserting the first relation in the second and dividing by Δ₁ gives

η = [λ − μη/(η + μL)] K₀.

A positive η needs a positive bracket, λ(η + μL) > μη, so η < λμL/(μ − λ) = L/(1/λ − 1/μ). Here that ceiling is 0.4055/0.5 = 0.811, so η never reaches 1. At T = 10⁻⁶ ω_c the computed eigenvalue is 0.531, still well under the ceiling, because the bracket equals η/K₀ and K₀ grows only as ln(1/T).

At E = 20 meV the whole band lies inside the window. Then L = 0 and μ* = μ exactly, pairing needs λ > μ, and E replaces ω_c in (8). For λ = 0.4 the kernel has no positive eigenvalue. For λ = 0.8, T_c = 1.1339 × (20/0.086173) K × e^{−1/0.3} = 9.39 K, and the μ* read from the diagonalisation is 0.500.

A small Fermi energy alone does not remove all of L when the repulsion is a contact one. Take E₋ = 5 meV, E₊ = 1 eV, ω_c = 100 meV. The filled side drops out of (12), and the empty side leaves L = ½ ln 10 = 1.151, a ceiling of 0.87, and μ* = 0.5/(1 + 0.5×1.151) = 0.317. For T ≪ E₋, with c = 2e^γ/π, K₀ = ½ ln(cE₋/T) + ½ ln(cω_c/T) = ln(c√(E₋ω_c)/T), so the prefactor in (8) is √(E₋ω_c), and T_c = 0.0016 K. The half logarithm belongs to the flat density of states. In a dilute three-dimensional gas the density of states grows as √ξ far above E_F, and a contact repulsion reaching up to E_c ≫ E_F would give an L that grows as √E_c. What survives therefore depends on how far in energy the repulsion reaches. In the flat model, if it acts only for |ξ| < E_c, equations (2) and (3) hold with E = E_c, and (10) fails whenever E_c lies far enough below E_F and μ is large. The upper scale of the logarithm therefore has to be computed.

**Which energy caps the logarithm**

Take a parabolic band of mass m in a background of dielectric constant ε, with Thomas-Fermi screening. A slowly varying potential energy U shifts the local density by −2N0U (two spins), and Poisson's equation then turns e²/(ε₀εq²) into

V(q) = e²/[ε₀ε(q² + k_s²)],  k_s² = 2N0e²/(ε₀ε),

so N0V = (k_s²/2)/(q² + k_s²). With N0 = mk_F/(2π²ħ²) and the effective Bohr radius a* = 4πε₀εħ²/(me²), k_s² = 4k_F/(πa*). The density n = k_F³/3π² = 3/(4πr_s³a*³) gives k_Fa* = (9π/4)^{1/3}/r_s, so

s² = k_s²/k_F² = 4/(πk_Fa*) = 0.663 r_s.

An s-wave gap feels the average of V over the angle between k = xk_F and k' = yk_F. With u the cosine of that angle, q²/k_F² = x² + y² − 2xyu, and

v(x,y) = ½∫₋₁¹ du (s²/2)/(x² + y² + s² − 2xyu) = [s²/(8xy)] ln{1 + 4xy/[(x−y)² + s²]},

because the integral over u is (1/2xy) ln{[(x+y)² + s²]/[(x−y)² + s²]} and (x+y)² = (x−y)² + 4xy. On the Fermi surface,

μ = v(1,1) = (s²/8) ln(1 + 4/s²).

Since ln(1+z) < z, μ < ½, and the expansion z − z²/2 gives μ ≈ ½ − 1/s² at large s. The cap of ½ belongs to the Thomas-Fermi form, which is derived for a slowly varying potential but used here for transfers up to 2k_F. The true static response of free electrons weakens as q grows, and with it (the Lindhard function) μ exceeds ½ for r_s above about 15 and tends to 0.65 at large s.

The outer states are eliminated as before. Here ξ = E_F(x² − 1), dξ = 2E_F x dx and N(ξ)/N0 = x, so with tanh → 1 the outer weight is x·2x dx/(2|x² − 1|) = W(x)dx, W = x²/|x² − 1|. Write Δ = A + B, where A is the phonon term, which vanishes outside the window. In operator form, with w the weight inside and products meaning integration, the Coulomb term obeys B = −vwΔ − vWB. Define Γ by

Γ(x,y) = v(x,y) − ∫_out dz v(x,z) W(z) Γ(z,y),  (14)

that is Γ = (1 + vW)⁻¹v. Then B = −(1 + vW)⁻¹vwΔ = −ΓwΔ: inside the window Γ replaces v. If ω_c ≪ E_F, Γ hardly varies across the window, and μ* = Γ(1,1). For constant v and flat density of states (14) reads Γ = μ − μLΓ, which is (4).

The scaling follows by varying the cutoff. From Γ = v − vWΓ, a change dW gives (1 + vW)dΓ = −v dW Γ, so dΓ = −Γ dW Γ. Raising ω_c removes shells at ξ = ±ω_c of weight n_± dω_c/(2ω_c), with n_± = √(1 ± ω_c/E_F). Γ is symmetric because v is: the transpose v(1 + Wv)⁻¹ equals (1 + vW)⁻¹v, as (1 + vW)v = v(1 + Wv) shows. Hence

dμ*/d ln ω_c = ½[n₊Γ(1,+)² + n₋Γ(1,−)²].

By (14), Γ(x,1) is as smooth in x as v. For s of order one, n_±Γ(1,±)² = μ*²[1 ± bω_c/E_F + …] with b at most of order one, and the linear terms cancel in the sum. This recovers (11) up to a relative error of order (ω_c/E_F)², and integration gives

1/μ* = 1/μ + ln(E_eff/ω_c),  (15)

where the integration constant defines E_eff. The check asserts that 1/μ* changes by ln 10, within 10⁻³, between ω_c/E_F = 10⁻³ and 10⁻². The coefficient of the logarithm is thus the same as in the flat model, and the interaction enters through μ and E_eff. Solving (14) numerically at ω_c/E_F = 10⁻³:

r_s = 1: μ = 0.162, μ* = 0.075, E_eff/E_F = 1.3
r_s = 2: μ = 0.231, μ* = 0.085, E_eff/E_F = 1.6
r_s = 3: μ = 0.274, μ* = 0.090, E_eff/E_F = 1.8
r_s = 4: μ = 0.305, μ* = 0.092, E_eff/E_F = 2.1
r_s = 6: μ = 0.346, μ* = 0.093, E_eff/E_F = 2.5

For this static interaction E_eff is a small multiple of E_F. The multiple relies on static screening even for states farther from the Fermi level than the plasma energy (9.1 eV at r_s = 3), where that form is not justified, so the tabulated E_eff should not be carried over to a real metal. An error in E_eff enters μ* only through the logarithm in (15). Replacing Thomas-Fermi by static Lindhard screening moves E_eff/E_F from 1.84 to 2.05 at r_s = 3 and from 2.5 to 3.6 at r_s = 6, and raises μ from 0.274 to 0.298 and from 0.346 to 0.391, while μ* changes by less than 0.002. The growth of E_eff with r_s is plausibly due to the larger s, which lets v reach higher momenta; that reading is a conjecture. By (15), the bound (10) holds if 1/μ + ln(E_eff/E_F) > 0, which these five densities satisfy by a wide margin. This is a computed result for this interaction and not a theorem for a general one.

For an electron gas at r_s = 3 with ω_c = 30 meV, E_F = 5.57 eV, ln(E_F/ω_c) = 5.224 and the ceiling is 0.191. Equation (15) gives

1/μ* = 1/0.2741 + 5.224 + ln 1.84 = 3.648 + 5.224 + 0.610 = 9.48,  μ* = 0.105,

which is 0.385 of μ and a little over half the ceiling. The flat-band formula with E = E_F gives 0.113, about 7% above the computed value, the difference being the term ln 1.84. With λ = 0.4, the full momentum-dependent gap equation and formula (8) both give T_c = 13.2 K; the check asserts agreement within 10⁻³ of T_c.

**The dilute limit**

When ω_c > E_F the window holds the entire Fermi sea, ln(E_F/ω_c) is negative, and (10) has no meaning. Only empty states with x > x_c are eliminated, x_c² = 1 + ω_c/E_F. For x ≫ 1 and x ≫ s the logarithm in v(x,1) tends to 4x/x², so v(x,1) → s²/(2x²) and W → 1. To lowest order Γ(z,1) ≈ v(z,1) in (14), and

μ − μ* ≈ ∫_{x_c}^{∞} s⁴/(4x⁴) dx = s⁴/(12x_c³).  (16)

The logarithm is gone because W, which falls off as 1/(2|x − 1|) near the Fermi surface, tends to 1 far above it. The integral still converges, and gives a decaying power of x_c, because the Coulomb interaction decays with momentum transfer. The next term of (14) reduces Γ(x,1): putting z = xt gives v(x,z)dz ∝ s² dt/x times a positive function of t, so the correction to (16) is negative and of relative order s²/x_c. At r_s = 3 and ω_c/E_F = 1000 the computed μ − μ* is 1.018×10⁻⁵ against 1.042×10⁻⁵ from (16), lower by about 2% of the latter. The approach at r_s = 3 is

ω_c/E_F = 0.1, 2, 10, 100: μ*/μ = 0.556, 0.883, 0.975, 0.999.

Nothing abrupt happens at ω_c = E_F: in the cutoff equation above, the lower shell enters with n₋ = √(1 − ω_c/E_F), which vanishes there, so μ* and its slope are continuous. At ω_c = 2E_F the empty states still remove 12% of μ.

In a doped semiconductor ω_c is fixed by the lattice while E_F ∝ n^{2/3} and s² ∝ r_s ∝ n^{−1/3}. At low density x_c² ≈ ω_c/E_F ∝ n^{−2/3} outgrows s², so the large-x forms of v and W hold, but s²/x_c tends to a density-independent constant and the correction to (16) does not die out. Scaling x and z by x_c in (14) leaves s²/x_c as the only parameter of the kernel v(x,z)W(z)dz, so μ − μ* equals s⁴/(12x_c³) times a function of s²/x_c alone. Hence μ − μ* ∝ n^{−2/3}·n = n^{1/3} → 0, with a coefficient that (16) does not give, while μ → ½. At low density two things therefore raise μ* in this model as n falls: μ grows, and its reduction vanishes. The power law is asymptotic. In the round model below, μ − μ* is largest near 10²¹ cm⁻³, lies about a fifth under the n^{1/3} law at 10¹⁸ cm⁻³, and follows that law only from about 10¹⁶ cm⁻³ down.

Take the round model m = m_e, ε = 10, ω_c = 100 meV. E_F equals ω_c at n = 1.4×10²⁰ cm⁻³.

At n = 10²⁰ cm⁻³, E_F = 78.6 meV, r_s = 2.53, s² = 1.676, ω_c/E_F = 1.27. Then μ = (1.676/8) ln(1 + 4/1.676) = 0.256 and μ* = 0.221, or 0.865 of μ.

At n = 10¹⁸ cm⁻³, E_F = 3.65 meV, r_s = 11.7, s² = 7.777, ω_c/E_F = 27.4. Then μ = (7.777/8) ln(1 + 4/7.777) = 0.403 and μ* = 0.385, or 0.954 of μ. Here x_c² = 28.4 is not yet large against s², and s²/x_c = 7.777/5.33 = 1.46 is not small, so (16), which gives 0.033, overestimates the computed reduction of 0.019; the second cause persists at lower density.

Against 0.105 for the metal, μ* is about 2.1 and 3.6 times as large, and both values lie above the metallic range of ceilings.

These dilute numbers show the loss of the reduction within the static model; they are not predictions, for four reasons. Thomas-Fermi screening assumes a potential that varies slowly on the scale 1/k_F, while the momentum transfers that matter here are of order k_F and larger. The window is wider than the Fermi sea, so Γ varies inside it and Γ(1,1) no longer fixes T_c by itself. Static screening assumes that the electron gas responds faster than the energy transferred, which requires transfers below the plasma energy ħ√(ne²/ε₀εm). That energy is 117 meV at 10²⁰ cm⁻³, just above ω_c, and only 11.7 meV at 10¹⁸ cm⁻³, where it lies below most of the window. The reduction μ − μ* comes from the eliminated states with ξ > ω_c = 100 meV: at 10¹⁸ cm⁻³ all of them lie above the plasma energy, and at 10²⁰ cm⁻³ all but those between 100 and 117 meV do, so the static form cannot be trusted for the reduction at either density. Finally, neglecting phonon vertex corrections rests on Migdal's small parameter ω_c/E_F, which here exceeds 1.

Doped SrTiO3 lies in this regime. In rough sizes, its Fermi energy runs from about 1 meV to a few tens of meV over the superconducting range of doping, and its highest longitudinal optical phonon is near 0.1 eV. With ω_c set by that phonon, ln(E_F/ω_c) is negative throughout, no ceiling of the form (10) exists, and a metallic value such as 0.1 has no support from this argument. That does not forbid pairing, and the material does superconduct, at roughly a few tenths of a kelvin. Its low-temperature static dielectric constant is roughly 10⁴, against roughly 5 above the phonon energies, so the lattice itself weakens the low-frequency repulsion. If the attraction comes from these polar phonons, they supply both it and the screening, the split into a separate λ and μ* loses its basis, and the interaction has to be treated with its full dependence on frequency and momentum.

Values computed for the example and the checks

```
prefactor 2e^gamma/pi = 1.1339; kB = 0.086173 meV/K
EF/wc for bound 0.20: 148; for bound 0.15: 786
EF=5 eV wc=30 meV: ratio=166.7 ln=5.116 bound=0.195
EF=10 eV wc=30 meV: ratio=333.3 ln=5.809 bound=0.172
EF=10 eV wc=15 meV: ratio=666.7 ln=6.502 bound=0.154
EF=10 eV wc=300 meV: ratio=33.3 ln=3.507 bound=0.285
model: mu=0.5 lam=0.4 wc=30 meV = 348.1 K; wide band E=10 eV
  mu=0.1: mu* from diagonalisation=0.06325 formula=0.06325 Tc=20.259 K
  mu=0.5: mu* from diagonalisation=0.12806 formula=0.12806 Tc=9.984 K
  mu=2: mu* from diagonalisation=0.15850 formula=0.15850 Tc=6.280 K
  mu=100: mu* from diagonalisation=0.17185 formula=0.17185 Tc=4.929 K
  mu=10000: mu* from diagonalisation=0.17214 formula=0.17214 Tc=4.902 K
E=10000 meV: L=5.8091 bound=0.1721 mu*=0.1281 lam-mu*=0.2719
   1/(lam-mu*)=3.677 Tc=9.984 K gap out/in=-0.4709
E=100 meV: L=1.2040 bound=0.8306 mu*=0.3121 lam-mu*=0.0879
   1/(lam-mu*)=11.378 Tc=0.004517 K gap out/in=-3.5513
T=wc/10: ln-L=8.314e-06, upper estimate=9.080e-06
lam=1.2 mu=1e4: Tc/wc=0.460 mu*=0.174311 1/ln=0.172142 1/L(Tc)=0.174314
critical L=0.500, critical half-bandwidth=49.46 meV
E=45 meV: L=0.4055 bound=2.466 mu*=0.4157
   eigenvalue at T=1e-6 wc=0.5312, ceiling=0.8109
E=20 meV: no pairing at lam=0.4; at lam=0.8 mu*=0.50000 Tc=9.388 K
Elo=5 meV Ehi=1 eV wc=100 meV: L=1.1513 bound=0.869 mu*=0.3173 Tc=0.001642 K
TF rs=1: s2=0.663 mu=0.1617 mu*(wc/EF=1e-3)=0.0748 Eeff/EF=1.31
TF rs=2: s2=1.327 mu=0.2305 mu*(wc/EF=1e-3)=0.0854 Eeff/EF=1.60
TF rs=3: s2=1.990 mu=0.2741 mu*(wc/EF=1e-3)=0.0896 Eeff/EF=1.84
TF rs=4: s2=2.654 mu=0.3049 mu*(wc/EF=1e-3)=0.0916 Eeff/EF=2.06
TF rs=6: s2=3.981 mu=0.3461 mu*(wc/EF=1e-3)=0.0933 Eeff/EF=2.51
TF metal rs=3.0: EF=5.568 eV wc=30 meV ln=5.224 bound=0.1914
   mu=0.2741 mu*=0.1055 ratio=0.385 flat-band mu*=0.1127
   lam=0.4: Tc full kernel=13.234 K, from mu*=13.234 K
TF rs=3 wc/EF=0.1: mu*/mu=0.55606
TF rs=3 wc/EF=2: mu*/mu=0.88342
TF rs=3 wc/EF=10: mu*/mu=0.97502
TF rs=3 wc/EF=100: mu*/mu=0.99890
TF rs=3 wc/EF=1000: mu*/mu=0.99996
   wc/EF=1000: mu-mu*=1.018e-05, s^4/(12 xc^3)=1.042e-05
dilute model: m*=1 m_e, eps=10, wc=100 meV
n=1e+18 cm^-3: EF=3.65 meV rs=11.72 s2=7.777 plasma=11.7 meV
   wc/EF=27.42 ln(EF/wc)=-3.311 mu=0.4034 mu*=0.3847 ratio=0.954
n=1e+20 cm^-3: EF=78.56 meV rs=2.53 s2=1.676 plasma=117.4 meV
   wc/EF=1.27 ln(EF/wc)=-0.241 mu=0.2555 mu*=0.2211 ratio=0.865
density where EF=wc: 1.436e+20 cm^-3
```
